Why One Decaying Exponential Carries No Current Through an Elastic Barrier

An electron wave of unit amplitude strikes a barrier 1 nm wide whose top lies 2 eV above the electron's energy, and, with the effective mass and metal leads specified below, a fraction 4.17×10⁻⁴ of its flux comes out on the far side. Inside the barrier the wave is a decaying exponential plus a growing one, and at the entrance the growing one has only 1.05×10⁻⁴ of the amplitude of the other. Deleting it, with the decaying part left as it is, changes the probability density at the entrance by about 1 part in 10⁵ here, where the two parts are nearly 90° out of phase, and by no more than about 2 parts in 10⁴ for any phase. It also removes the whole current.

This contradicts a natural picture, in which the wave in the barrier is A e^(−κx) and the current is what is left of it at the far side. The example shows where that picture fails.

**The counter-example**

Let the barrier occupy 0 < x < d, with its top a height φ above the electron's energy. The potential is real and the electron exchanges no energy with anything. The electron has mass m_b in the barrier and the free mass m_e in the metal leads. It moves along x, with time factor e^(−iEt/ħ). In the barrier the Schrödinger equation reads

ψ″ = κ²ψ, κ = √(2m_bφ)/ħ,

so that

ψ = A e^(−κx) + B e^(κx).

The parameters are φ = 2 eV, d = 1 nm and m_b = 0.4 m_e. In each lead the Fermi level lies 4.5 eV above the bottom of the band for majority-spin electrons, which gives k = 10.87 nm⁻¹. Since κ/k = √(0.4 × 2/4.5) = 0.422, κ = 4.58 nm⁻¹, and

g = e^(−2κd) = 1.05×10⁻⁴.

At each interface ψ and ψ′/m are continuous. The matching therefore depends on a ratio of velocities,

η = (k/m_e)/(κ/m_b) = tan θ,

with a subscript L or R for the left or right lead. For majority electrons η = 0.4 × 10.87/4.58 = 0.949.

On the right there is only an outgoing wave, t e^(ik_R(x−d)). Write C = A e^(−κd) and D = B e^(κd) for the two components at the exit. Continuity there requires

C + D = t
(κ/m_b)(D − C) = i(k_R/m_e)t, or D − C = iη_R t.

Adding and subtracting gives

D = t(1 + iη_R)/2, C = t(1 − iη_R)/2.

These are complex conjugates apart from the common factor t. They have equal magnitudes, and D/C = e^(2iθ_R). Going back to A and B,

B/A = g e^(2iθ_R).

The growing component is thus tiny at the entrance but as large as the decaying one at the exit. For majority electrons the phase 2θ_R is 87°. The decaying part taken alone would give an exit density |C|² = |t|²(1 + η_R²)/4, which is 0.475 of the true density |t|².

On the left the wave is e^(ik_L x) + r e^(−ik_L x). Continuity at x = 0 requires

1 + r = A + B
iη_L(1 − r) = B − A.

Substituting r = A + B − 1 in the second line and collecting terms gives

2iη_L = B(1 + iη_L) − A(1 − iη_L).

Now put B = A g e^(2iθ_R) and use (1 + iη_L)/(1 − iη_L) = e^(2iθ_L):

A = −2iη_L / {(1 − iη_L)[1 − g e^(2i(θ_L+θ_R))]}.

Because η_L²/(1 + η_L²) = sin²θ_L,

|A|² = 4 sin²θ_L / |1 − g e^(2i(θ_L+θ_R))|².

This is 1.89 in the example.

The flux is j = (ħ/m_b) Im(ψ*ψ′). Multiplying out,

ψ*ψ′ = κ[−|A|² e^(−2κx) + |B|² e^(2κx) + A*B − AB*].

The first two terms are real, so neither exponential contributes a flux of its own. The last two add up to 2i Im(A*B), and

j = (2ħκ/m_b) Im(A*B) = (2ħκ/m_b)|A|² g sin 2θ_R.

The current is an interference term. Its x-dependence has cancelled, because one factor falls as fast as the other rises. Dividing by the incident flux ħk_L/m_e gives

T = 2|A|² g sin 2θ_R / η_L.

With η_L = tan θ_L, the factor 2 × 4 sin²θ_L/tan θ_L equals 8 sin θ_L cos θ_L = 4 sin 2θ_L. Hence

T = 4g sin 2θ_L sin 2θ_R / |1 − g e^(2i(θ_L+θ_R))|².

For majority electrons on both sides, T = 2 × 1.894 × 1.047×10⁻⁴ × 0.9986/0.9487 = 4.17×10⁻⁴. Direct numerical integration of the Schrödinger equation gives this flux at the entrance, the middle and the exit, while the density there is 1.89, 1.94×10⁻² and 4.17×10⁻⁴. The density falls by a factor of about 4500 and the flux does not fall at all.

The factor e^(−2κd) in T is therefore not the leftover flux of a decaying wave. It enters through B, which is small because it has to match C at the exit after growing across the barrier.

**Two barriers that pass nothing**

If the barrier never ends, the growing component must be absent for ψ to stay finite. With B = 0 the matching at x = 0 gives A = −2iη_L/(1 − iη_L), and

r = A − 1 = −(1 + iη_L)/(1 − iη_L), |r| = 1.

The wave penetrates the barrier, yet all of it is reflected. A nonzero density in a forbidden region is no sign of a current.

Now end the barrier at x = d with a hard wall, where ψ(d) = 0. Then A e^(−κd) + B e^(κd) = 0, so B/A = −g = −1.05×10⁻⁴. The growing component has the same relative size as in the tunneling case, but its phase is 180° instead of 87°. A*B is real, the flux is zero and reflection is again total. Having both components is necessary, but it is not sufficient.

The same follows from sin 2θ_R. If the exit lead is very slow (η_R → 0) or very fast (η_R → ∞), the relative phase tends to 0 or 180° and T tends to zero. For an opaque barrier, g ≪ 1, with the left lead and κ held fixed, T is largest at η_R = 1, where the phase is 90°.

**The general statement**

Consider a stationary state of real energy E in one dimension, with a real potential V(x) and a real mass m(x). Let u and v be two independent real solutions at that energy, and write ψ = au + bv with complex constants a and b. Then

j = (ħ/m) Im(a*b)(uv′ − vu′),

this flux is independent of x, and it is nonzero if and only if Im(a*b) ≠ 0.

To prove it, expand

ψ*ψ′ = |a|²uu′ + |b|²vv′ + a*b uv′ + ab* vu′.

The first two terms are real. Since ab* is the complex conjugate of a*b, the imaginary part of the rest is Im(a*b)(uv′ − vu′), which gives the formula. Both u and v obey (u′/m)′ = (2/ħ²)(V − E)u, so

[(uv′ − vu′)/m]′ = u(v′/m)′ − v(u′/m)′ = (2/ħ²)(V − E)(uv − vu) = 0.

The terms u′v′/m cancelled in the first step. The bracket is thus a constant, and it is not zero: if it vanished at some point, u and v would have proportional values and slopes there and would be the same solution up to a factor. This completes the proof.

For the flat barrier u = e^(−κx), v = e^(κx) and uv′ − vu′ = 2κ, which restores the earlier result. If the top slopes down as φ − Fx, the solutions are the Airy functions Ai(z) and Bi(z) with

z = s(φ/F − x), s³ = 2m_bF/ħ².

Here z decreases with x, so Ai is the growing component and Bi the decaying one. From Ai Bi′ − Bi Ai′ = 1/π, with derivatives in z, and dz/dx = −s, the flux is

j = −(ħs/πm_b) Im(a*b).

The exponentials are gone, but the need for two real solutions with a relative complex phase remains.

**Where the statement fails**

The condition that the potential be real cannot be dropped. Let the barrier absorb electrons, described by φ − iW with W > 0. Then ψ″ = (2m_b/ħ²)(φ − iW)ψ, and since ψ′*ψ′ is real,

dj/dx = (ħ/m_b) Im(ψ*ψ″) = −(2W/ħ)|ψ|².

The decaying solution is now e^(−qx) with q = q₁ − iq₂ and q₁, q₂ > 0. It carries

j = (ħq₂/m_b) e^(−2q₁x).

For W = 0.1 eV this flux falls to 1.04×10⁻⁴ of its entrance value across 1 nm. A single exponential can carry a current into a barrier if the electrons are lost on the way. Without loss the flux must be uniform, and a flux proportional to e^(−2κx) can be uniform only by being zero.

**What a magnetic junction changes**

In a magnetic tunnel junction both leads are ferromagnets. Take the minority Fermi level 0.5 eV above its band bottom, so that k = 3.62 nm⁻¹ and η = 0.316. Send in majority electrons and reverse the right magnet, holding everything else fixed. They now leave through minority states. The ratio |B/A| stays at 1.05×10⁻⁴, but the phase of B/A drops from 87° to 35°, and T drops from 4.17×10⁻⁴ to 2.40×10⁻⁴.

Write s = sin 2θ for each spin: 0.9986 for majority and 0.5750 for minority. For an opaque barrier at normal incidence, with spin conserved, the conductances are proportional to

G_P: 4g(s↑² + s↓²), G_AP: 8g s↑s↓

for parallel and antiparallel magnets, and therefore

(G_P − G_AP)/G_AP = (s↑ − s↓)²/(2s↑s↓) = 0.4236²/(2 × 0.9986 × 0.5750) = 15.6 %.

Since κ is the same for both spins, reversing the right magnet acts, for an opaque barrier, only through the relative phase of the two components, the factor sin 2θ_R. That alone is not enough. The entrance factor sin 2θ_L comes from the amplitude, |A|²/η_L ≈ 2 sin 2θ_L, and it must also differ between the spins. With a left lead that is the same for both spins, the phase still moves from 87° to 35°, but the two spin channels merely trade places and the magnetoresistance is zero.

**The model beside a real junction**

The parameters are rough typical values for ferromagnetic metals separated by amorphous alumina, for which magnetoresistances of some tens of per cent are a rough guide. Real electrons also arrive obliquely. Summing over directions raises the model's value to 44 % and gives a parallel resistance-area product of 133 Ω µm², well above the roughly 10 Ω µm² or less wanted in dense memory cells. Both figures are for the flat barrier; with the image lowering described below they become about 15 % and about 18 Ω µm². The rise comes from the oblique directions. At wave number k∥ along the layers, the normal wave number in the lead is √(k² − k∥²), while κ² in the barrier grows by k∥². The minority value η↓, already below 1, therefore falls as k∥ grows, and s↓ = 2η↓/(1 + η↓²) falls with it, much faster than s↑. At k∥ = 3.62 nm⁻¹ s↓ reaches zero, and beyond that only majority-to-majority tunneling survives.

The remaining estimates are for normal incidence. A bias of 0.1 V makes a field of 1 MV/cm, a tenth of a rough breakdown field; for electrons at the left Fermi level it raises the parallel transmission by 15 % and lowers the magnetoresistance to 13 %. The current, however, is carried by the whole 0.1 eV window below that level, and averaged over the window the parallel transmission changes by only 0.2 % and the magnetoresistance stays at 15.6 %. Thermal smearing at 300 K adds 0.9 % to the parallel transmission, and an extra 0.1 nm of barrier cuts it to 0.40 of its value. The image force is the largest correction: with a rough optical permittivity of 3, and with the lowered barrier cut off at the electron's energy, it multiplies the parallel transmission by 9.1 and reduces the magnetoresistance to 0.8 %. Some cut is needed because the classical image potential diverges at the metal surfaces, and both numbers depend strongly on where it is placed: moving the cut from 1.5 eV above the electron's energy to 4.5 eV below it takes the factor from 3 to 34, while the magnetoresistance falls from 10 % to about 0.1 % and climbs back to 13 %. The image force acts by lowering the barrier, most strongly near the metals. Since 2 eV stands for an effective height that may already contain part of this lowering, the result measures sensitivity and should not simply be added. Magnetoresistance from this model is thus far less secure than the flux theorem, which holds for each of these real, elastic barriers.

Band symmetry, which matters greatly in crystalline MgO barriers, is left out, as are defects, spin flips and inelastic channels. The sum over directions also assumes that k∥ is conserved, which the disorder of an amorphous barrier does not guarantee. The values of the main calculation are in the numerical output below.

Numbers as computed

```
majority, minority Fermi energy: 4.5, 0.5 eV
barrier height 2.0 eV, width 1.0 nm, mass 0.4 m_e
lead k, majority: 10.868 1/nm
lead k, minority: 3.623 1/nm
kappa: 4.582 1/nm
eta, majority and minority: 0.9487, 0.3162
exp(-2 kappa d): 1.0468e-04
Majority to majority, unit incident amplitude:
  |A|^2: 1.8943
  |B/A| from integration: 1.0468e-04
  entrance: density 1.8944e+00, flux/incident 4.1747e-04
  middle: density 1.9405e-02, flux/incident 4.1747e-04
  exit: density 4.1747e-04, flux/incident 4.1747e-04
  flux of decaying part / full flux: 1.5e-13
  flux of growing part / full flux: 2.7e-17
  entrance density change if B dropped: -1.10e-05 (fraction)
  exit density, decaying part / full: 0.4750
phase of B/A, majority in, up out: 86.98 deg
  |B/A| for up out: 1.0468e-04
phase of B/A, majority in, dn out: 35.10 deg
  |B/A| for dn out: 1.0468e-04
endless barrier: reflection 1.000000
hard wall: reflection 1.000000
hard wall: B/A = -1.0468e-04
absorption W: 0.1 eV
  lone exponential, flux exit/entrance: 1.0438e-04
T up to up: 4.1747e-04
T dn to dn: 1.3843e-04
T up to dn: 2.4039e-04
T dn to up: 2.4039e-04
sin(2 theta), majority, minority: 0.9986, 0.5750
magnetoresistance, phase formula: 15.63 %
magnetoresistance, full solution: 15.63 %
Sizes of neglected effects:
all directions: magnetoresistance 43.54 %
  parallel resistance-area product: 132.9 ohm um^2
  linear current density at 0.1 V: 7.526e+04 A/cm^2
bias 0.1 V: field 1.00 MV/cm
  rough breakdown field: 10 MV/cm
  field/breakdown: 0.10
  parallel T, biased/unbiased: 1.1508
  Fermi-level magnetores.: 12.98 %
300 K: kT 0.02585 eV, parallel T ratio 1.0090
image force: permittivity 3.0, mid drop 0.333 eV
  parallel T, with/without: 9.123
  magnetoresistance with it: 0.77 %
0.1 nm thicker: parallel T ratio 0.4000
```
